Condensed Fukui indices of formaldehyde: when two definitions differ

**Question**

I am computing condensed Fukui indices for formaldehyde. The exercise asks for Mulliken and Hirshfeld values, and then for the difference between the "fragment of molecular response" (FMR) and the "response of molecular fragment" (RMF).

As I understand it, FMR takes the change of the molecular density and cuts it into atoms. RMF cuts each molecule into atoms first and subtracts the populations.

I used Hartree-Fock/6-31G** with five spherical d functions per heavy atom, restricted for the neutral molecule and unrestricted for the ions, all at one planar geometry (CO 1.21 Å, CH 1.11 Å, HCH angle 116°). For Mulliken I got FMR by numerical integration and RMF from analytic overlap integrals. For Hirshfeld I used two different integration grids. The two definitions never differ by more than about 10⁻⁶ electron. Is there a mistake in my calculation, or is there nothing to quantify?

**Answer**

Your calculation is fine. For these two partitions the difference is zero, and what you see is integration error. A real difference needs a partition that changes with the number of electrons. Iterative Hirshfeld (Hirshfeld-I) is one, and there the difference can reach a third of an electron in your molecule.

**The two definitions**

Keep the nuclei fixed and let ρ_N(r) be the density with N electrons. The finite-difference Fukui functions are

f⁺ = ρ_{N+1} − ρ_N (electron added)

f⁻ = ρ_N − ρ_{N−1} (electron removed).

Each integrates to one. Let w_A(r; N) be the share of atom A at point r, with Σ_A w_A = 1, and let N_A(N) = ∫ w_A(r; N) ρ_N(r) dr be its population. Then

FMR: f±_A = ∫ w_A(r; N) f±(r) dr

RMF: f⁺_A = N_A(N+1) − N_A(N), f⁻_A = N_A(N) − N_A(N−1).

By convention, FMR uses the weights of the N-electron molecule. To compare the two for f⁺, add and subtract ∫ w_A(N) ρ_{N+1} dr in the RMF expression:

N_A(N+1) − N_A(N)
= ∫ w_A(N) [ρ_{N+1} − ρ_N] dr + ∫ [w_A(N+1) − w_A(N)] ρ_{N+1} dr.

The first term is FMR. For f⁻, the same step with ρ_{N−1} gives

N_A(N) − N_A(N−1)
= ∫ w_A(N) [ρ_N − ρ_{N−1}] dr − ∫ [w_A(N−1) − w_A(N)] ρ_{N−1} dr.

The two cases together read

RMF − FMR = ± ∫ [w_A(N±1) − w_A(N)] ρ_{N±1} dr.

If the weights do not depend on N, the right side is zero.

**Why Mulliken and Hirshfeld give zero**

Standard Hirshfeld weights are w_A = ρ_A⁰ / Σ_B ρ_B⁰, where ρ_A⁰ is the spherical density of the free neutral atom. The same neutral atoms are used for the molecule and both ions, so w_A does not change.

Mulliken's scheme divides the density matrix P, not ρ(r) alone:

N_A = Σ_{μ∈A} Σ_ν P_μν S_νμ.

The overlap matrix S depends on the basis and the nuclei, both fixed here. The population is therefore linear in P. For Mulliken, FMR means applying this rule to the difference of the two density matrices, in place of a real-space weight w_A(r). By linearity this gives the difference of the two populations, so again FMR = RMF.

**The indices for your molecule**

The Mulliken populations of oxygen are 8.456 in the neutral molecule, 7.952 in the cation and 8.732 in the anion. Hence

f⁻_O = 8.456 − 7.952 = 0.504

f⁺_O = 8.732 − 8.456 = 0.276.

The other atoms follow in the same way. In electrons, with H meaning each hydrogen:

Mulliken f⁻: C 0.029, O 0.504, H 0.233
Hirshfeld f⁻: C 0.227, O 0.483, H 0.145

Mulliken f⁺: C 0.294, O 0.276, H 0.215
Hirshfeld f⁺: C 0.401, O 0.306, H 0.146

Both schemes make oxygen the main site of electron loss, which is the usual indicator for attack by an electrophile. For electron gain both put carbon first, but the Mulliken margin over oxygen is only 0.017 (0.2936 against 0.2762). This margin depends on the setting: it is 0.015 with six Cartesian d functions (which also lower the oxygen populations by 0.01 to 0.02), 0.075 with cc-pVTZ and 0.003 with B3LYP/6-31G**.

The electron leaves an in-plane lone-pair orbital and enters a π* orbital. If all orbitals were frozen, f⁻ and f⁺ would be the densities of the HOMO and the LUMO. With Hirshfeld weights, the frozen HOMO gives oxygen 0.590 instead of 0.483, and the frozen LUMO gives carbon 0.523 instead of 0.401. These changes are orbital relaxation at the Hartree-Fock level.

**A partition that does respond**

In Hirshfeld-I, the reference atoms carry the populations found in the molecule. Write N_A = k + x, with k an integer and 0 ≤ x < 1. The reference density is interpolated between free atoms or ions with k and k+1 electrons:

ρ_A⁰(r; N_A) = (1 − x) ρ_A^(k)(r) + x ρ_A^(k+1)(r).

I computed these free species with the same method and basis and averaged them over angles; a bare proton has zero density. With ρ_pro = Σ_B ρ_B⁰ and w_A = ρ_A⁰/ρ_pro, the populations must satisfy

N_A = ∫ w_A(r; {N_B}) ρ(r) dr.

The weights now depend on the populations they produce. Solving these equations for the three species gives

neutral: C 5.566, O 8.447, H 0.994
cation: C 5.696, O 7.811, H 0.747
anion: C 5.929, O 8.737, H 1.167.

RMF comes from subtracting these populations. FMR comes from integrating f± with the neutral molecule's self-consistent weights:

f⁻ FMR: C 0.193, O 0.505, H 0.151
f⁻ RMF: C −0.130, O 0.636, H 0.247

f⁺ FMR: C 0.368, O 0.320, H 0.156
f⁺ RMF: C 0.363, O 0.289, H 0.174

A useful single measure is

D = ½ Σ_A |f_A^RMF − f_A^FMR|.

Both sets of indices sum to one, so the positive and negative differences cancel. The factor ½ makes D the number of electrons assigned to different atoms. Using unrounded indices,

D(f⁻) = ½ (0.3228 + 0.1313 + 2 × 0.0957) = 0.323

D(f⁺) = ½ (0.0050 + 0.0311 + 2 × 0.0180) = 0.036.

The definitions thus disagree by 32% of the transferred electron for removal, and by 4% for addition.

The carbon index for removal even changes sign. With fixed weights, carbon's share of the density falls by 0.193 electron. But carbon's weight also changes, and by the splitting formula this gives it 0.323 electron more of the cation's density. Its population therefore rises by 0.130. The negative RMF index reports a shift of the atomic boundaries as well as a change of density.

**Where the difference comes from**

A small density change shows the mechanism. Let ρ become ρ + εf, where f is f⁺ or f⁻. Define r_A = dN_A/dε at ε = 0, and let g_B = ∂ρ_B⁰/∂N_B. Between integer populations, g_B = ρ_B^(k+1) − ρ_B^(k). Differentiating the self-consistency condition gives

r_A = ∫ w_A f dr + Σ_B [∫ ρ (∂w_A/∂N_B) dr] r_B.

The first term is f_A^FMR. For the second, the quotient rule gives

∂w_A/∂N_B = δ_AB g_B/ρ_pro − ρ_A⁰ g_B/ρ_pro²
= (δ_AB − w_A) g_B/ρ_pro.

Define the coupling matrix

K_AB = ∫ (ρ/ρ_pro) (δ_AB − w_A) g_B dr.

The equation becomes r = f^FMR + K r, or

r = (1 − K)⁻¹ f^FMR,

provided 1 is not an eigenvalue of K. For a small electron removal the density is ρ − εf⁻. Both the population change and the sign in the definition of f⁻_A reverse, so the formula is the same.

Since r − f^FMR = K r,

r − f^FMR = K (1 − K)⁻¹ f^FMR.

This is a difference per transferred electron, so it does not disappear when the transfer is made small. It does disappear if the reference atoms are frozen, because then g_B = 0 and K = 0. Also, Σ_A (δ_AB − w_A) = 1 − 1 = 0, so each column of K sums to zero and the total stays at one electron.

For neutral formaldehyde, the carbon row of K is

K_CC = 0.4413, K_CO = −0.1757, K_CH = −0.3227 for each hydrogen.

The largest eigenvalue magnitude of K is 0.71, so the inverse exists. The linear response for removal is r_C = −0.1445, r_O = 0.6505, r_H = 0.2470. The carbon row of K r is then

0.4413 × (−0.1445) − 0.1757 × 0.6505 − 2 × 0.3227 × 0.2470
= −0.0638 − 0.1143 − 0.1594
= −0.3375.

All three contributions have the same sign. When oxygen and hydrogen lose electrons, their reference densities shrink on balance and carbon's share grows. Carbon's own gain then reinforces the change.

For addition, r_C = 0.3735, r_O = 0.2930 and r_H = 0.1668, so the same row gives

0.4413 × 0.3735 − 0.1757 × 0.2930 − 2 × 0.3227 × 0.1668
= 0.1648 − 0.0515 − 0.1077
= 0.006.

Here carbon's own gain nearly cancels the effect of its neighbours. The other rows behave alike. The oxygen row (K_OC = −0.2059, K_OO = 0.1957, K_OH = −0.0235 for each hydrogen) gives −0.0769 + 0.0573 − 0.0078 = −0.027. A hydrogen row (−0.1177 for carbon, −0.0100 for oxygen, 0.3620 for itself, −0.0157 for the other hydrogen) gives −0.0440 − 0.0029 + 0.0604 − 0.0026 = 0.011. The small difference for f⁺ is thus a cancellation in this molecule, not a sign that the weights respond weakly. These are values for a small transfer; for a whole electron the differences are −0.005, −0.031 and 0.018, so the carbon remainder changes sign in this basis. That sign is not robust: with 6-311G** the whole-electron carbon difference is +0.019.

**From a small transfer to a whole electron**

The linear formula gives −0.145 for carbon in f⁻, while the whole-electron RMF value is −0.130. To connect them, follow the density

ρ_λ = ρ_N ± λ f±, 0 ≤ λ ≤ 1,

which ends at ρ_{N±1}. At each λ the previous derivation applies, with K and the weights evaluated there:

dN_A/dλ = ± [(1 − K_λ)⁻¹ f_λ^FMR]_A.

If the populations change continuously along the path, integrating from 0 to 1 and multiplying by ± gives

f_A^RMF = ∫₀¹ [(1 − K_λ)⁻¹ f_λ^FMR]_A dλ.

The finite index is the average of the local response along the path, and the linear formula uses its starting value. The response can jump when an atomic population passes an integer, because g_B then switches to another pair of free species. Oxygen passes 8 on the way to the cation, and hydrogen passes 1 on the way to the anion.

**How far to trust the numbers**

The f⁺ values need the most caution. The computed vertical electron affinity is −2.55 eV (−2.09 eV with cc-pVTZ, so it is not converged), and the anion lies above the neutral molecule. Its extra electron stays because the compact basis offers it no distant region to escape to. With a complete basis, the energy could be lowered by moving that electron far away. These f⁺ indices describe a confined π* state, not a bound anion.

The f⁻ values do not have this problem: ionization costs 9.38 eV at this level (9.40 eV with cc-pVTZ, and about 10.7 eV with B3LYP/6-31G**). They still depend on the basis. With 6-31++G**, which adds diffuse functions, the Mulliken f⁻ of oxygen moves from 0.504 to 0.576. The Hirshfeld value moves from 0.483 to 0.492 when the original weights are kept. That is greater stability in this comparison, not proof that Hirshfeld atoms are the correct ones.

Hirshfeld-I has a further dependence, since its reference species include O⁻ and, for the anion, H⁻, both described here without diffuse functions. I have not determined how much this affects D. Hartree-Fock also leaves out electron correlation. Even the second decimal depends on the level: with cc-pVTZ the Mulliken f⁻ of carbon rises from 0.03 to 0.10 and D(f⁺) from 0.036 to 0.052, and a B3LYP/6-31G** density with the same reference atoms lowers the Hirshfeld f⁻ of oxygen from 0.48 to 0.43. In these settings D(f⁻) stays between 0.32 and 0.34 and carbon's RMF f⁻ stays negative. Quote the indices together with method and basis.

For your exercise, report zero difference for Mulliken and standard Hirshfeld, with the reason that neither partition depends on N. If you want a nonzero comparison, name the responding partition: for Hirshfeld-I at this level, D is about 0.32 electron for removal and 0.04 for addition.
